\section*{Exciton s series of hBN-encapsulated WSe2 in the Rytova-Keldysh model}

\section*{Question}

A WSe$_2$ monolayer lies between two thick hBN layers. Treat it as a sheet of zero thickness at $z=0$, with in-plane polarization per area $\mathbf P=-\epsilon_0\chi\nabla\phi$, in a medium of isotropic, static dielectric constant $\kappa$. The length $r_0=\chi/2$ belongs to the bare sheet. Electron and hole have parabolic bands with reduced mass $\mu$; exchange, doping and applied fields are absent. Take
\[
\mu=0.20\,m_0,\qquad r_0=4.5\ \mathrm{nm},\qquad \kappa=4.5 .
\]
Use $C=e^2/(4\pi\epsilon_0)=1.43996$ eV\,nm and $\hbar^2/2\mu=0.19050$ eV\,nm$^2$. Binding energies $B=-E$ are positive and are measured from the free-pair edge. A computer may be used from part (d) on.

\begin{enumerate}
\item[(a)] Derive the electron-hole potential $V(r)$ in closed form, with its limits at small and large $r$.
\item[(b)] On which combination of parameters does $Br_0$ depend? Express the derivatives of $B$ with respect to $\ln\mu$, $\ln\kappa$ and $\ln r_0$ through $B$ and the mean kinetic energy $\langle T\rangle$.
\item[(c)] Estimate the 1s binding by hand with $\psi\propto e^{-r/a}$.
\item[(d)] Compute the five lowest s levels and compare them with the series for $r_0=0$.
\item[(e)] Compare the 1s binding with the reported 161 meV, allowing for the rounding of the inputs. What changes if 4.5 nm is instead the crossover length in the medium?
\item[(f)] Does the measured 1s--2s spacing fix the binding? Test this with $\kappa=3.5$ and the same $\mu$.
\item[(g)] Estimate the main effects that the model leaves out.
\end{enumerate}

\section*{Model answers}

\subsection*{(a) The potential}

For in-plane wave number $q$, an external sheet charge $\sigma$ induces the charge $-\nabla\cdot\mathbf P=\epsilon_0\chi\nabla^2\phi\to-\epsilon_0\chi q^2\phi$. Outside the sheet Laplace's equation gives $\phi\,e^{-q|z|}$. The jump of the normal displacement is therefore
\[
2\epsilon_0\kappa q\phi=\sigma-\epsilon_0\chi q^2\phi
\quad\Rightarrow\quad
\phi=\frac{\sigma}{2\epsilon_0q(\kappa+r_0q)} .
\]
Setting $\sigma=e$ and multiplying by the electron charge $-e$ gives $V(q)=-2\pi C/[q(\kappa+r_0q)]$. The angular part of the inverse transform yields $2\pi J_0(qr)$, so
\begin{equation}
V(r)=-C\int_0^\infty\frac{J_0(qr)}{\kappa+r_0q}\,dq=-\frac{C}{r_0}I(x),\quad
I(x)=\int_0^\infty\frac{J_0(t)}{t+x}\,dt,\quad x=\frac{\kappa r}{r_0},
\label{V}
\end{equation}
with $t=qr$. Write $1/(t+x)=\int_0^\infty e^{-s(t+x)}ds$ and use $\int_0^\infty J_0(t)e^{-st}dt=(1+s^2)^{-1/2}$:
\begin{equation}
I(x)=\int_0^\infty\frac{e^{-sx}}{\sqrt{1+s^2}}\,ds .
\label{I}
\end{equation}
Differentiation under the integral gives
\[
I''+\frac{I'}{x}+I=\int_0^\infty e^{-sx}\sqrt{1+s^2}\,ds-\frac1x\int_0^\infty\frac{s\,e^{-sx}}{\sqrt{1+s^2}}ds=\frac1x ,
\]
because integrating the first term by parts gives $1/x$ plus the integral that is subtracted. The Struve function $H_0$ obeys the same equation with right-hand side $2/(\pi x)$. Hence $I=\frac{\pi}{2}H_0+c_1J_0+c_2Y_0$.

The constants follow from small $x$. Integrating (\ref{I}) by parts and setting $u=sx$,
\[
I=\int_0^\infty e^{-u}\,\mathrm{arsinh}\frac ux\,du\;\to\;\int_0^\infty e^{-u}\ln\frac{2u}{x}\,du=\ln\frac2x-\gamma ,
\]
where $\gamma$ is Euler's constant. Since $H_0\to0$, $J_0\to1$ and $Y_0\to\frac2\pi[\ln(x/2)+\gamma]$, we need $c_1=0$ and $c_2=-\pi/2$. Thus
\begin{equation}
V(r)=-\frac{\pi C}{2r_0}\left[H_0\!\left(\frac{\kappa r}{r_0}\right)-Y_0\!\left(\frac{\kappa r}{r_0}\right)\right].
\end{equation}
For $r\ll r_0/\kappa$, $V\simeq-(C/r_0)[\ln(2r_0/\kappa r)-\gamma]$: the surroundings enter through an additive constant, while the sheet sets the strength of the logarithm. For $r\gg r_0/\kappa$, the exponential in (\ref{I}) confines $s$ to values near zero, so $I\to1/x$ and $V\to-C/(\kappa r)$. The crossover length here is $r_0/\kappa=1.0$ nm.

\subsection*{(b) Scaling and sensitivities}

With $r=r_0x/\kappa$, the Schr\"odinger equation multiplied by $r_0$ is
\[
\left[-\frac{\hbar^2}{2}\,\frac{\kappa^2}{\mu r_0}\nabla_x^2-C\,I(x)\right]\psi=Er_0\,\psi .
\]
Hence $Br_0=f(s)$ with $s=\kappa^2/(\mu r_0)$.

For a normalized eigenstate, the terms from the change of $\psi$ add up to $E\,d\langle\psi|\psi\rangle=0$, so $dE/d\mu=\langle\partial H/\partial\mu\rangle=-\langle T\rangle/\mu$. Therefore $\partial B/\partial\ln\mu=\langle T\rangle$. From $B=f(s)/r_0$ this derivative is also $-sf'/r_0$, which fixes $sf'/r_0=-\langle T\rangle$. The other two follow:
\begin{equation}
\frac{\partial B}{\partial\ln\mu}=\langle T\rangle,\qquad
\frac{\partial B}{\partial\ln\kappa}=\frac{2sf'}{r_0}=-2\langle T\rangle,\qquad
\frac{\partial B}{\partial\ln r_0}=-B-\frac{sf'}{r_0}=\langle T\rangle-B .
\label{sens}
\end{equation}

\subsection*{(c) Estimate by hand}

The normalized density is $(2/\pi a^2)e^{-2r/a}$. As $\psi'=-\psi/a$, $\langle T\rangle=\hbar^2/(2\mu a^2)$. Differentiating $\int_0^\infty e^{-pr}J_0(qr)\,dr=(p^2+q^2)^{-1/2}$ with respect to $p$ gives the transform of the density, with $p=2/a$:
\[
F(q)=\frac{4}{a^2}\,\frac{p}{(p^2+q^2)^{3/2}}=\left[1+\left(\frac{qa}{2}\right)^2\right]^{-3/2}.
\]
Averaging (\ref{V}) replaces $J_0(qr)$ by $F(q)$. With $y=qa/2$ and $b=\kappa a/(2r_0)$,
\[
\langle V\rangle=-\frac C{r_0}J(b),\qquad J(b)=\int_0^\infty\frac{dy}{(b+y)(1+y^2)^{3/2}}
=\int_0^{\pi/2}\frac{\cos^2\theta\,d\theta}{b\cos\theta+\sin\theta},
\]
where $y=\tan\theta$. Put $R=\sqrt{1+b^2}$, $\cos\alpha=b/R$, $\sin\alpha=1/R$ and $\varphi=\theta-\alpha$. The denominator is $R\cos\varphi$, and expanding $\cos^2(\varphi+\alpha)$ gives
\[
\frac{\cos^2(\varphi+\alpha)}{\cos\varphi}=\cos(\varphi+2\alpha)+\frac{\sin^2\alpha}{\cos\varphi}.
\]
Integrating from $-\alpha$ to $\pi/2-\alpha$, with $\int d\varphi/\cos\varphi=\mathrm{arsinh}(\tan\varphi)$,
\begin{equation}
J(b)=\frac{b-1}{1+b^2}+\frac{\mathrm{arsinh}\,b+\mathrm{arsinh}(1/b)}{(1+b^2)^{3/2}} .
\end{equation}
The sum $\langle T\rangle+\langle V\rangle$ is lowest at $a=1.56$ nm, where $b=0.78$:
\begin{align*}
\langle T\rangle&=0.1905/1.56^2=0.0783\ \mathrm{eV},\\
J&=-0.1368+0.8748=0.7380,\\
\langle V\rangle&=-(1.43996/4.5)(0.7380)=-0.2362\ \mathrm{eV}.
\end{align*}
The trial binding is 158 meV. By the variational principle the model's 1s binding is at least this large.

As a limiting check, $b\to\infty$ gives $J\to1/b$ and $\langle V\rangle\to-2C/(\kappa a)$. Minimization then gives $a=\hbar^2\kappa/(\mu C)\,/\,2$ and $B=4\,\mathrm{Ry}^*$, where $\mathrm{Ry}^*=\mu C^2/(2\hbar^2\kappa^2)$. This is the Coulomb ground state found in (d).

\subsection*{(d) The s series}

For s states, solve
\[
-\frac{\hbar^2}{2\mu}\left(\psi''+\frac{\psi'}r\right)+V\psi=E\psi .
\]
A suitable basis is $\varphi_n=\frac{2\beta}{\sqrt{n+1}}L_n^{(1)}(2\beta r)e^{-\beta r}$, $n=0,\dots,49$, with $\beta=0.4$ nm$^{-1}$. It is orthonormal with weight $r\,dr$. Integrating the kinetic term by parts, one diagonalizes
\[
H_{nm}=\int_0^\infty\left[\frac{\hbar^2}{2\mu}\varphi_n'\varphi_m'+\varphi_nV\varphi_m\right]r\,dr .
\]

For $r_0=0$, put $\psi=e^{-kr}\sum_jc_jr^j$ and $g=2\mu C/(\hbar^2\kappa)$. Collecting powers of $r$ gives
\[
(j+1)^2c_{j+1}=[k(2j+1)-g]\,c_j .
\]
A bound state requires the series to end, at $j=n-1$, so $k=g/(2n-1)$ and
\[
B_n^{\rm C}=\frac{\hbar^2k^2}{2\mu}=\frac{\mathrm{Ry}^*}{(n-\frac12)^2},\qquad
\mathrm{Ry}^*=\frac{C^2}{4(\hbar^2/2\mu)\kappa^2}=134.4\ \mathrm{meV}.
\]
The results are as follows; $r_{\rm rms}$ is the root-mean-square electron-hole separation.
\begin{center}
\begin{tabular}{ccccc}
state & $B_n$ (meV) & $B_1-B_n$ (meV) & $r_{\rm rms}$ (nm) & $B_n^{\rm C}$ (meV)\\
1s & 161.4 & 0 & 1.68 & 537.5\\
2s & 37.4 & 124.1 & 6.97 & 59.7\\
3s & 16.1 & 145.3 & 15.95 & 21.5\\
4s & 8.9 & 152.5 & 28.67 & 11.0\\
5s & 5.6 & 155.8 & 45.16 & 6.6
\end{tabular}
\end{center}
A separate diagonalization with 600 Bessel functions on a disk of radius 140 nm agrees with all five levels to within 0.005 meV.

Since $\sqrt{1+s^2}\ge1$ in (\ref{I}), $I(x)\le1/x$: the attraction is nowhere stronger than $C/(\kappa r)$, and by the min-max principle no level is bound more strongly than its Coulomb partner. The 1s state keeps 30\% of the Coulomb binding and the 5s state 85\%. The ratio $B_1/B_2$ is 4.3 instead of 9, so a hydrogenic extrapolation from the first two lines would misplace the continuum edge.

\subsection*{(e) Comparison with 161 meV}

The computed 1s binding exceeds the reported one by 0.45 meV, or 0.3\% of the latter. The inputs do not warrant such precision. For 1s, $\langle T\rangle=80.5$ meV, and (\ref{sens}) gives derivatives of $80.5$, $-161.0$ and $-81.0$ meV with respect to $\ln\mu$, $\ln\kappa$ and $\ln r_0$. Rounding half-widths of 0.005 $m_0$, 0.05 and 0.05 nm contribute at most
\[
0.025(80.5)+0.0111(161.0)+0.0111(81.0)\simeq4.7\ \mathrm{meV}.
\]
Direct solution at the two extreme corners gives 157 to 166 meV. The reported value lies inside this range.

If 4.5 nm is the crossover length $\rho=r_0/\kappa$ in the medium, the bare length is $r_0=\kappa\rho=20.25$ nm. The binding then falls to 68 meV, far outside the range. The reported value is consistent with the bare-sheet reading of $r_0$, together with the other two inputs.

\subsection*{(f) What the spacing determines}

Keep $\mu=0.20\,m_0$, set $\kappa=3.5$, and adjust $r_0$ until the 1s--2s spacing is again 124.1 meV, the value computed in (d), which here stands in for a measured one. This happens at $r_0=6.04$ nm, where the 1s binding is 173.5 meV, 12 meV more than before. The spacing alone therefore does not fix the binding. The 1s--3s spacing does distinguish these two parameter sets: it is 150.4 meV for the second and 145.3 meV for the first.

Line positions give level spacings; a binding energy also needs the position of the continuum edge. If the reported 161 meV was obtained by extrapolating lines with this same potential, agreement confirms the arithmetic and the convention for $r_0$, but is no independent test of the model.

\subsection*{(g) What the model leaves out}

\paragraph{Finite thickness.} Replace the sheet by an isotropic slab of thickness $d=0.65$ nm (rough) and dielectric constant $\epsilon$, with both charges at mid-plane. In units of $e/(2\epsilon_0q)$ the potential inside is $e^{-q|z|}/\epsilon+A\cosh qz$, and outside it decays as $e^{-q|z|}$. Continuity of potential and normal displacement at $|z|=d/2$ gives
\[
A\left(\epsilon\sinh\tfrac{qd}2+\kappa\cosh\tfrac{qd}2\right)=\frac{\epsilon-\kappa}{\epsilon}e^{-qd/2}.
\]
With $\eta=(\epsilon-\kappa)/(\epsilon+\kappa)$, the mid-plane value and its transform are
\[
\frac1\epsilon+A=\frac1\epsilon\,\frac{1+\eta e^{-qd}}{1-\eta e^{-qd}},\qquad
V_{\rm slab}=-\frac C\epsilon\left[\frac1r+2\sum_{n\ge1}\frac{\eta^n}{\sqrt{r^2+n^2d^2}}\right].
\]
The inverse of the mid-plane value is the screening function $\epsilon\tanh[\frac12(qd+\ln\frac1\eta)]$. It starts at $\kappa$ with slope $d(\epsilon^2-\kappa^2)/(2\epsilon)$. Matching the slope at $\kappa=1$ to $r_0=4.5$ nm gives $\epsilon=13.9$; in hBN the slope is then 4.05 nm. The function is concave, so it lies below $\kappa+r_0q$ for every $q>0$: the slab screens less. For point charges at mid-plane the 1s binding rises by 25 meV to 187 meV. By (\ref{sens}), the smaller slope alone accounts for 8 to 9 meV. Of the remaining 16 meV, about half comes from wave numbers above 2 nm$^{-1}$, that is from the strong attraction of point charges at short distance, and about half from the curvature of the screening function at smaller $q$. Real carriers are spread across the layer. If each charge density instead has the profile $\cos^2(\pi z/d)$ across the slab, the rise is only about 8 meV. This value depends on the profile: a uniform density gives about 2 meV and a $\cos^4(\pi z/d)$ density about 11 meV. The 25 meV is thus the result of an idealization, not a prediction for the real layer.

\paragraph{Nonparabolic bands.} Two coupled bands $\pm\sqrt{E_g^2/4+(\hbar vk)^2}$ have the required reduced mass if $(\hbar v)^2=E_g\hbar^2/(4\mu)$. With $T_k=\hbar^2k^2/2\mu$, the pair's kinetic energy is
\[
\sqrt{E_g^2+2E_gT_k}-E_g\le T_k .
\]
For a rough gap of 1.9 eV the binding rises by 6 meV. Other terms of the same order in $1/E_g$ are omitted, so this is a measure of size, not a correction.

\paragraph{The real structure.} The stated parameters are of the size used for encapsulated monolayer WSe$_2$. In a real device hBN is anisotropic and its ionic response depends on frequency, so a single static $\kappa$ is an idealization. At fixed $\mu$ and $r_0$, the rough limits $\kappa=3.9$ (electronic response) and 5.0 (static response) give 185 and 145 meV. This spread and the thickness effect far exceed the 0.45 meV difference found in (e). The shifts should not be added: parameters fitted with the sheet model may already absorb part of them.

\paragraph{Temperature and field.} At 4 K, $k_BT=0.34$ meV is below all five bindings. At 300 K it is 26 meV, above the bindings of 3s and higher states. The in-plane field scale $B_1/(e\,r_{\rm rms})$ is 0.96 MV/cm. It is not a safe threshold, since in any uniform field the pair can tunnel apart; neglecting the field requires values well below this scale, and more so for the larger excited states.

The numerical output below lists most of these values at higher resolution.

\section*{Table of computed values}
\begin{verbatim}
input: mu = 0.20 m0, r0 = 4.5 nm, kappa = 4.5
C = e^2/(4 pi eps0) = 1.43996 eV nm
hbar^2/(2 m0) = 0.038100 eV nm^2
hbar^2/(2 mu) = 0.19050 eV nm^2
crossover length r0/kappa = 1.00 nm
effective Rydberg Ry* = 134.38 meV
s series of the Rytova-Keldysh potential:
1s: binding 161.45 meV, above 1s 0.00 meV, r_rms 1.68 nm, delta 0.412
2s: binding 37.39 meV, above 1s 124.06 meV, r_rms 6.97 nm, delta 0.396
3s: binding 16.12 meV, above 1s 145.33 meV, r_rms 15.95 nm, delta 0.387
4s: binding 8.91 meV, above 1s 152.54 meV, r_rms 28.67 nm, delta 0.384
5s: binding 5.64 meV, above 1s 155.81 meV, r_rms 45.16 nm, delta 0.382
Coulomb series, n = 1 to 5: 537.51, 59.72, 21.50, 10.97, 6.64 meV
binding ratio 1s/2s = 4.32 (Coulomb 9.00)
largest difference of the two solvers = 0.0047 meV
1s kinetic energy = 80.50 meV
1s potential energy = -241.95 meV
trial function: best a = 1.560 nm
trial kinetic energy = 78.29 meV
trial potential energy = -236.18 meV
trial binding = 157.88 meV
dB/dln mu = 80.50 meV
dB/dln kappa = -161.00 meV
dB/dln r0 = -80.95 meV
reported 1s binding = 161 meV
computed minus reported = 0.45 meV
1s range from input rounding = 156.79 to 166.20 meV
rounding half-widths: mu 0.005 m0, r0 0.05 nm, kappa 0.05
4.5 nm read as crossover length: bare r0 = 20.25 nm
1s binding in that other reading = 68.24 meV
same 1s-2s spacing at kappa = 3.5: r0 = 6.036 nm
that pair gives 1s binding = 173.49 meV
that pair gives 1s-3s spacing = 150.42 meV
slab: thickness 0.65 nm (rough), dielectric constant 13.92
slab screening slope in the medium = 4.050 nm
slab 1s binding = 186.50 meV, change +25.05 meV
two-band gap = 1.9 eV (rough)
two-band 1s binding = 167.26 meV, change +5.81 meV
1s binding at kappa 3.9 (rough) = 185.43 meV
1s binding at kappa 5.0 (rough) = 145.01 meV
kT at 4 K = 0.345 meV, at 300 K = 25.85 meV
in-plane field scale B/(e r_rms) = 0.96 MV/cm
\end{verbatim}
